# Morse constants of a Si–H stretch from two vibrational lines

## Problem

The stretching mode of a Si–H bond at a silicon/oxide interface absorbs at $\nu_1=2100\ \mathrm{cm^{-1}}$ (transition $0\to1$) and at $\nu_2=4130\ \mathrm{cm^{-1}}$ (transition $0\to2$). Treat the stretch as a one-dimensional motion in the Morse potential

$$V(x)=D_e\left(1-e^{-ax}\right)^2 ,$$

where $x$ is the extension of the bond from equilibrium, $D_e$ the depth measured from the minimum and $a$ the range parameter. All energies are divided by $hc$ and given in $\mathrm{cm^{-1}}$; lengths are in nm. The reduced mass $\mu$ enters through $B=\hbar^2/2\mu$, which for Si–H is $0.17329\ \mathrm{cm^{-1}\,nm^2}$.

1. Derive the bound levels of the Morse potential.
2. Find the harmonic constant $\omega_e$ and the anharmonic constant $\omega_ex_e$.
3. Find the well depth, and the energy needed to break the bond from the ground level.
4. Find $a$, the force constant and the number of bound levels.
5. Decide how far the depth can be trusted.

## Hints

- Use $z=2\lambda e^{-ax}$ as the variable, with $\lambda^2=D_e/(Ba^2)$. Separate off the behaviour of the wave function at $z\to0$ and at $z\to\infty$.
- The remaining factor obeys an equation solved by a power series. Ask what happens if the series does not end.
- Two lines give two linear equations for two constants. The combination $2\nu_1-\nu_2$ vanishes for a harmonic oscillator.
- For part 5, write the depth in terms of $\nu_1$ and $\Delta=2\nu_1-\nu_2$, and vary $\nu_2$.

## Solution

### 1. The levels

The Schrödinger equation is $-B\,\psi''+V\psi=E\psi$. With $t=ax$ and division by $Ba^2$ it becomes

$$-\frac{d^2\psi}{dt^2}+\lambda^2(1-e^{-t})^2\psi=\varepsilon\psi,\qquad \varepsilon=\frac{E}{Ba^2}.$$

Since $z=2\lambda e^{-t}$, we have $d/dt=-z\,d/dz$, so that $d^2\psi/dt^2=z^2\psi_{zz}+z\psi_z$. The potential is $\lambda^2-2\lambda^2e^{-t}+\lambda^2e^{-2t}=\lambda^2-\lambda z+z^2/4$. Writing $s^2=\lambda^2-\varepsilon$, with $s>0$ for a bound state,

$$z^2\psi_{zz}+z\psi_z-\left(s^2-\lambda z+\tfrac14z^2\right)\psi=0 .$$

At large extension $z\to0$ and $\psi\sim z^{\pm s}$; a bound state requires $z^{s}$. On the repulsive side $z\to\infty$, and the decaying behaviour is $e^{-z/2}$, up to a power of $z$. Set $\psi=Pu$ with $P=z^se^{-z/2}$. Because $P'/P=s/z-\tfrac12$,

$$\frac{z\psi_z}{P}=zu'+\left(s-\tfrac z2\right)u,$$

$$\frac{z^2\psi_{zz}}{P}=z^2u''+(2sz-z^2)u'+\left(s^2-s-sz+\tfrac14z^2\right)u .$$

In the sum the terms $\pm s$ cancel, and the potential term removes $s^2+z^2/4$. Division by $z$ leaves

$$zu''+(2s+1-z)u'+\left(\lambda-s-\tfrac12\right)u=0 .$$

Insert $u=\sum_j c_jz^j$ and collect the coefficient of $z^j$:

$$c_{j+1}=\frac{j-(\lambda-s-\frac12)}{(j+1)(j+2s+1)}\,c_j .$$

If the series does not end, $c_{j+1}/c_j\to1/j$ and $u$ grows like $e^z$ times a power. Then $\psi$ grows like $e^{z/2}$ inside the repulsive wall, which is not allowed. The series must therefore end at some $j=v$, which requires

$$s=\lambda-v-\tfrac12>0,\qquad v=0,1,2,\dots$$

From $\varepsilon=\lambda^2-s^2$ it follows that $\varepsilon=2\lambda(v+\tfrac12)-(v+\tfrac12)^2$, or

$$G(v)=\omega_e\left(v+\tfrac12\right)-\omega_ex_e\left(v+\tfrac12\right)^2,$$

$$\omega_e=2\lambda Ba^2=2a\sqrt{BD_e},\qquad \omega_ex_e=Ba^2 .$$

This solution lets $x$ run to $-\infty$, whereas a real bond length cannot become negative. For a rough bond length of 0.15 nm the Morse wall at zero length is about $55D_e$ high, so the low levels hardly notice the difference.

### 2. The two constants

The first three levels are

$$G(0)=\tfrac12\omega_e-\tfrac14\omega_ex_e,\quad G(1)=\tfrac32\omega_e-\tfrac94\omega_ex_e,\quad G(2)=\tfrac52\omega_e-\tfrac{25}{4}\omega_ex_e .$$

Subtraction gives

$$\nu_1=\omega_e-2\omega_ex_e,\qquad \nu_2=2\omega_e-6\omega_ex_e .$$

Hence $2\nu_1-\nu_2=2\omega_ex_e$, and

$$\omega_ex_e=\frac{4200-4130}{2}=35\ \mathrm{cm^{-1}},$$

$$\omega_e=\nu_1+2\omega_ex_e=2100+70=2170\ \mathrm{cm^{-1}} .$$

The harmonic constant lies above the observed fundamental because it describes the curvature at the minimum, while the real spacing has already shrunk by $2\omega_ex_e$.

### 3. Depth and dissociation energy

Squaring $\omega_e$ gives $4a^2BD_e$; division by $4\omega_ex_e=4Ba^2$ removes both $a$ and $B$:

$$D_e=\frac{\omega_e^2}{4\,\omega_ex_e}=\frac{2170^2}{140}=33\,635\ \mathrm{cm^{-1}}=4.17\ \mathrm{eV}.$$

The mass has dropped out. It therefore does not matter for $D_e$ whether the silicon atom recoils freely or is held rigidly by the lattice.

The bond starts from the ground level, not from the minimum. The zero-point energy is $G(0)=1085-8.75=1076.25\ \mathrm{cm^{-1}}$, or 0.133 eV, so

$$D_0=D_e-G(0)=4.04\ \mathrm{eV}.$$

As an independent test, $D_e$ and $a$ were varied until numerical diagonalization of the Schrödinger equation reproduced the two lines, without use of the level formula. This returned a depth of 4.170 eV.

### 4. Range, force constant, number of levels

From $\omega_ex_e=Ba^2$,

$$a=\sqrt{\frac{35}{0.17329}}=14.21\ \mathrm{nm^{-1}} .$$

With an infinitely heavy silicon partner the same lines would give $14.47\ \mathrm{nm^{-1}}$. Near the minimum $1-e^{-ax}\approx ax$, so $V\approx D_ea^2x^2=\tfrac12kx^2$ and $k=2D_ea^2=270\ \mathrm{N/m}$.

The condition $v+\tfrac12<\lambda$ with $\lambda=\omega_e/(2\omega_ex_e)=31.0$ allows $v=0,\dots,30$, which is 31 levels. The highest is bound by $Ba^2s^2=35/4=8.75\ \mathrm{cm^{-1}}$. These are properties of the fitted curve; two lines near the bottom say little about the real levels near the top.

### 5. How far the depth can be trusted

With $\Delta=2\nu_1-\nu_2=2\omega_ex_e$,

$$D_e=\frac{(\nu_1+\Delta)^2}{2\Delta}.$$

As $\Delta\to0$ at fixed $\nu_1$ the Morse depth diverges, because the whole Morse ladder then becomes harmonic and has no dissociation limit. A well of another shape can have $\Delta=0$ and a finite depth. If $\Delta\le0$, no Morse well fits the lines. The level $v=2$ must also be bound, which requires $\lambda>\tfrac52$; here this is amply satisfied.

At fixed $\nu_1$ a change $\delta\nu_2$ changes $\Delta$ by $-\delta\nu_2$, so to first order

$$\frac{\delta D_e}{D_e}=\left(\frac1\Delta-\frac{2}{\nu_1+\Delta}\right)\delta\nu_2=\left(\frac1{70}-\frac2{2170}\right)\delta\nu_2 ,$$

with $\delta\nu_2$ in $\mathrm{cm^{-1}}$. Each $\mathrm{cm^{-1}}$ in the overtone moves the depth by about 1.3 %. The full formula gives 3.91 eV for $\nu_2=4125\ \mathrm{cm^{-1}}$ and 4.47 eV for $4135\ \mathrm{cm^{-1}}$. With $\nu_1$ exact, an overtone position known to within $5\ \mathrm{cm^{-1}}$ thus fixes the depth only to about 7 %, even if the Morse shape is correct. The fundamental matters about twice as much, because it enters $\Delta$ twice: at fixed $\nu_2$, $\delta D_e/D_e=\left(6/(\nu_1+\Delta)-2/\Delta\right)\delta\nu_1$, about $-2.6$ % per $\mathrm{cm^{-1}}$. The full formula gives 3.70 eV for $\nu_1=2105\ \mathrm{cm^{-1}}$ and 4.80 eV for $2095\ \mathrm{cm^{-1}}$. Errors of $5\ \mathrm{cm^{-1}}$ in opposite directions in the two lines spread the depth from 3.5 to 5.2 eV.

**The real interface.** A fundamental near $2100\ \mathrm{cm^{-1}}$ is typical of Si–H on silicon; the overtone is here a given round number. Three neglected effects can be sized for this example.

- A field of 5 MV/cm pulling hydrogen outward, acting on an assumed effective charge of 0.2 e, shifts the lines by $-2.9$ and $-5.8\ \mathrm{cm^{-1}}$. These shifts nearly cancel in $\Delta$, and the depth inferred from the shifted lines becomes 4.15 eV. In the field the potential falls without limit at large extension; the barrier measured from the minimum lies near $x=0.5$ nm and is 4.11 eV.
- Suppose each of two bending modes, in its ground state, couples to the stretch with an assumed constant of $-10\ \mathrm{cm^{-1}}$. Each bend contributes half of this per stretching quantum, so the uncoupled lines would be 2110 and $4150\ \mathrm{cm^{-1}}$, and the depth 4.21 eV.
- At 400 K the population of $v=1$ relative to $v=0$ is about $5\times10^{-4}$, so absorption starts almost entirely from the ground level of the stretch. Bending modes lie lower and are more easily excited: for one near $630\ \mathrm{cm^{-1}}$ the same ratio is about 0.10, and its coupling to the stretch then adds weaker, shifted lines.

A further assumption concerns the path. The model pulls hydrogen straight out along the bond to infinity. In a device it can move into the surrounding solid and form new bonds on the way. Thermal release from passivated interface defects has an activation energy somewhat below 3 eV, as a rough figure, and the $D_0$ found here lies more than 1 eV above it. The Morse depth should not be used as that activation energy.

## Variation 1: deuterium

*Replace H by D. Where are the two lines, and how does $D_0$ change?*

In the Born–Oppenheimer approximation the potential is unchanged, so $D_e$ and $a$ stay fixed and $B\propto1/\mu$. Then $\omega_e\propto\mu^{-1/2}$ and $\omega_ex_e\propto\mu^{-1}$. The reduced masses are 0.9728 u and 1.8788 u, with ratio 0.5178 and square root 0.7196. With unrounded values carried through to the lines below,

$$\omega_e=0.7196\times2170=1561\ \mathrm{cm^{-1}},\qquad \omega_ex_e=0.5178\times35=18.1\ \mathrm{cm^{-1}} .$$

The lines lie at $\omega_e-2\omega_ex_e=1525\ \mathrm{cm^{-1}}$ and $2\omega_e-6\omega_ex_e=3014\ \mathrm{cm^{-1}}$. Diagonalization in the unchanged well agrees with these formulas within the test limit of $0.01\ \mathrm{cm^{-1}}$. The lower zero-point energy raises $D_0$ from 4.04 to 4.07 eV.

Now $\Delta$ is about $36\ \mathrm{cm^{-1}}$ instead of 70, so the same absolute error in the overtone causes nearly twice the relative error in the depth.

## Variation 2: the same lines from another well

*Let $V=D(y^2+cy^4)$ with $y=1-e^{-ax}$ and $c=0.2$. What depth do the two lines now imply?*

For $c>0$ the curve has one minimum, at $y=0$, and rises to $D(1+c)$ at large extension. Near the minimum the new term is $cDa^4x^4$. For harmonic states

$$\langle x^4\rangle=\tfrac32\sigma^2\left[(v+\tfrac12)^2+\tfrac14\right],\qquad \sigma=\frac{2B}{\omega_e}.$$

Since $\omega_e^2=4a^2BD$, we have $a^2\sigma=\omega_e/(2D)$ and $Da^4\sigma^2=\omega_e^2/(4D)$. The new term thus adds $\tfrac32c\,\omega_e^2/(4D)$ to the coefficient of $(v+\tfrac12)^2$. To leading order

$$\omega_ex_e=\frac{\omega_e^2}{4D}\left(1-\tfrac32c\right),\qquad D(1+c)=\frac{\omega_e^2}{4\omega_ex_e}\left(1-\tfrac32c\right)(1+c).$$

For $c=0.2$ the last two factors give $0.7\times1.2=0.84$, hence about 3.5 eV. Fitting $D$ and $a$ by diagonalization, so that both lines are reproduced, gives 3.66 eV; the difference from 3.5 eV comes from the higher orders left out of the estimate.

Two smooth wells with identical fundamental and first overtone therefore differ in depth by 0.5 eV. Their second overtones, 6090.0 and $6088.1\ \mathrm{cm^{-1}}$, differ by about $2\ \mathrm{cm^{-1}}$. A third line could separate these two shapes, but only if the first two lines were also known very closely. For the Morse curve the second overtone lies at $3(\nu_2-\nu_1)$, so an error of $1\ \mathrm{cm^{-1}}$ in $\nu_2$ alone moves the predicted line by $3\ \mathrm{cm^{-1}}$, more than the difference between the shapes. The value 4.2 eV is the depth of the Morse curve through the two lines, and its use as a bond property rests on the Morse shape holding far above the levels that were measured. The numerical output below lists the main computed values.

## Computed values

```
Input fundamental: 2100 cm^-1
Input first overtone: 4130 cm^-1
Twice fundamental minus overtone: 70 cm^-1
Harmonic constant we: 2170.0 cm^-1
Anharmonic constant we_xe: 35.0 cm^-1
Dimensionless anharmonicity xe: 0.01613
Well depth De: 33635.0 cm^-1
Well depth De: 4.170 eV
Depth from numerical inverse problem: 4.170 eV
Zero-point energy: 1076.25 cm^-1
Zero-point energy: 0.1334 eV
Dissociation energy from v=0, D0: 4.037 eV
Reduced mass of Si-H: 0.9728 u
Kinetic constant B: 0.17329 cm^-1 nm^2
Range parameter a: 14.212 nm^-1
Force constant k: 269.9 N/m
Morse parameter lambda: 31.00 (no unit)
Number of bound levels on grid: 31
Binding of highest level: 8.75 cm^-1
Largest grid-formula level difference: 3.0e-08 cm^-1
Reduced mass of Si-D: 1.8788 u
Si-D harmonic constant: 1561.4 cm^-1
Si-D anharmonic constant: 18.12 cm^-1
Si-D fundamental: 1525.2 cm^-1
Si-D first overtone: 3014.1 cm^-1
Si-D dissociation energy from v=0: 4.074 eV
Range parameter, infinitely heavy Si: 14.465 nm^-1
Depth, infinitely heavy Si: 4.170 eV
Assumed overtone error: 5 cm^-1
De with overtone lowered by error: 3.910 eV
De with overtone raised by error: 4.470 eV
Alternative-shape parameter c: 0.2 (no unit)
Alternative-shape fundamental: 2100.00 cm^-1
Alternative-shape first overtone: 4130.00 cm^-1
Alternative-shape depth: 3.663 eV
Alternative-shape harmonic constant: 2168.3 cm^-1
Second overtone, Morse: 6090.0 cm^-1
Second overtone, alternative shape: 6088.1 cm^-1
Assumed coupling to each of two bends: -10 cm^-1
De after removing bend coupling: 4.209 eV
Assumed field: 5.0 MV/cm
Assumed effective charge: 0.2 e
Field shift of fundamental: -2.86 cm^-1
Field shift of first overtone: -5.83 cm^-1
De inferred from field-shifted lines: 4.153 eV
Temperature of use: 400 K
Population ratio v=1 to v=0: 5.24e-04 (no unit)
Rough bond length: 0.15 nm
Morse wall at zero bond length / De: 55.2 (no unit)
```
